**Bloch's transition in jellium: plane-wave determinants and fitted correlation**

The program compares energies per electron of uniform jellium at spin polarization ζ = (n↑ − n↓)/n, where r_s is the radius in Bohr radii of a sphere holding one electron. Among plane-wave determinants, the lowest state changes from ζ = 0 to ζ = 1 at r_s = (9π/4)^{1/3}(2π/5)(1 + 2^{1/3}) = 5.45. The program asserts that the closed energy formula agrees with energies computed from the real-space density matrix, and that the exchange integral agrees with quadrature and with extrapolated plane-wave sums in finite boxes. It also asserts the crossing, the two limits of local stability, the position of the barrier, and that the lowest energy on a grid of ζ lies at an end point for the sampled values of r_s. With the PW92 and PZ81 correlation fits, the crossing between ζ = 0 and ζ = 1 moves to r_s = 73.0 and 75.6. The output also shows how delicate this crossing is: with PW92 the polarized gas leads by at most 0.334 meV per electron up to r_s = 200. Partially polarized states with correlation, density waves and crystals are not examined.

## Check in Python

```python
"""
Result under test: among uniform plane-wave determinants of jellium, the
paramagnet (zeta = 0) has the lowest energy for r_s < r_B and the fully
polarized state (zeta = 1) for r_s > r_B, with
    r_B = (9 pi/4)^(1/3) (2 pi/5) (1 + 2^(1/3)) = 5.45.
Symbols: r_s = radius of the sphere holding one electron, in Bohr radii a0;
zeta = (n_up - n_down)/n; k_F = (3 pi^2 n)^(1/3), n = electron density.
Energies are per electron, in eV. Correlation energies come from the
published fits PW92 and PZ81 as coded in libxc.
"""
import numpy as np
from scipy import constants as const
from scipy.fft import rfftn, irfftn
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn
from pyscf.dft import libxc

hbar, mass, charge = const.hbar, const.m_e, const.e
eps0, pi = const.epsilon_0, np.pi
a0 = 4 * pi * eps0 * hbar**2 / (mass * charge**2)
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
cube2 = 2 ** (1 / 3)


# ---------- derived closed formulas ----------
def fermi_k(rs):
    return (9 * pi / 4) ** (1 / 3) / (rs * a0)


def kinetic(rs, zeta):
    spin = ((1 + zeta) ** (5 / 3) + (1 - zeta) ** (5 / 3)) / 2
    return 3 * hbar**2 * fermi_k(rs) ** 2 / (10 * mass) * spin / charge


def exchange(rs, zeta):
    spin = ((1 + zeta) ** (4 / 3) + (1 - zeta) ** (4 / 3)) / 2
    return -3 * charge**2 * fermi_k(rs) / (16 * pi**2 * eps0) * spin / charge


def hf_energy(rs, zeta):
    return kinetic(rs, zeta) + exchange(rs, zeta)


prefactor = (9 * pi / 4) ** (1 / 3)
rs_bloch = prefactor * (2 * pi / 5) * (1 + cube2)
rs_para_limit = prefactor * pi
rs_ferro_limit = prefactor * pi / 2 * cube2

# ---------- energy from the definition: real-space density matrix ----------
x_grid = np.linspace(1e-6, 400.0, 40001)          # x = k_sigma * r
hole_shape = 3 * spherical_jn(1, x_grid) / x_grid  # gamma(r) / n_sigma
nodes, weights = np.polynomial.legendre.leggauss(12)


def direct_energy(rs, zeta):
    density = 3 / (4 * pi * (rs * a0) ** 3)
    total = 0.0
    for n_spin in (density * (1 + zeta) / 2, density * (1 - zeta) / 2):
        if n_spin <= 0:
            continue
        k_spin = (6 * pi**2 * n_spin) ** (1 / 3)
        k = k_spin * (nodes + 1) / 2
        integrand = hbar**2 * k**2 / (2 * mass) * 4 * pi * k**2 / (2 * pi) ** 3
        total += np.sum(weights * integrand) * k_spin / 2
        r = x_grid / k_spin
        gamma = n_spin * hole_shape
        coulomb = charge**2 / (4 * pi * eps0)
        total -= 0.5 * coulomb * 4 * pi * simpson(r * gamma**2, x=r)
    return total / density / charge


# The density matrix is the average of exp(i k.r) over the Fermi sphere.
for x in (0.7, 2.0, 6.5):
    average = quad(lambda s: 3 * s**2 * np.sin(s * x) / (s * x), 0, 1)[0]
    assert abs(average - 3 * spherical_jn(1, x) / x) < 1e-10

# The exchange integral is cut off at x = 400: relative error below 1e-5.
for rs in (2.0, 5.0, 9.0):
    for zeta in (0.0, 0.4, 1.0):
        error = abs(direct_energy(rs, zeta) - hf_energy(rs, zeta))
        assert error < 2e-5 * abs(exchange(rs, zeta))


# ---------- momentum-space exchange integral, unit sphere ----------
def inner_direct(y):
    # Centre the coordinates on k: d^3q/q^2 = dq dOmega, so integrate the
    # distance from k to the surface of the sphere over all directions.
    def distance(mu):
        return -y * mu + np.sqrt(1 - y**2 * (1 - mu**2))
    return 2 * pi * quad(distance, -1, 1)[0]


def inner_formula(y):
    log_term = np.log((1 + y) / (1 - y))
    return 2 * pi * (1 + (1 - y**2) / (2 * y) * log_term)


for y in (0.2, 0.5, 0.9):
    assert abs(inner_direct(y) - inner_formula(y)) < 1e-7
sphere_integral = quad(lambda y: 4 * pi * y**2 * inner_direct(y), 0, 1)[0]
assert abs(sphere_integral - 4 * pi**2) < 1e-5


# ---------- explicit sums over plane waves in a finite box ----------
def box_sums(radius):
    size = 4 * radius + 4
    m = np.fft.fftfreq(size, 1 / size)
    square = (m[:, None, None] ** 2 + m[None, :, None] ** 2
              + m[None, None, :] ** 2)
    occupied = (square <= radius**2 + 1e-9).astype(float)
    count = occupied.sum()
    mean_square = (occupied * square).sum() / count
    axes = (0, 1, 2)
    power = np.abs(rfftn(occupied, axes=axes)) ** 2
    pairs = irfftn(power, s=occupied.shape, axes=axes)
    square[0, 0, 0] = np.inf                       # leaves out k = k'
    pair_sum = (pairs / square).sum()
    r_eff = (3 * count / (4 * pi)) ** (1 / 3)
    return count, r_eff, mean_square / r_eff**2, pair_sum / r_eff**4


box = np.array([box_sums(radius) for radius in (8, 12, 16, 20, 24)])
box_kinetic = box[-1, 2]
box_exchange = np.polyfit(1 / box[:, 1], box[:, 3], 1)[-1]
assert abs(box[-1, 1] / 24 - 1) < 0.01             # state counting
assert abs(box_kinetic / 0.6 - 1) < 0.005          # finite-box shell effects
assert abs(box_exchange / (4 * pi**2) - 1) < 0.01  # extrapolation error

# ---------- transition and its order, from the direct energy ----------
rs_direct = brentq(lambda s: direct_energy(s, 1.0) - direct_energy(s, 0.0),
                   3, 9)
assert abs(rs_direct - rs_bloch) < 5e-4

zeta_grid = np.linspace(0, 1, 41)
for rs in np.linspace(1, 15, 15):
    lowest = np.argmin([direct_energy(rs, z) for z in zeta_grid])
    assert lowest == (0 if rs < rs_bloch else len(zeta_grid) - 1)

step = 0.02
para_direct = brentq(
    lambda s: direct_energy(s, step) - direct_energy(s, 0.0), 4, 9)
assert abs(para_direct / rs_para_limit - 1) < 1e-3
# The minority spins give a correction of order step^(1/3) here.
tiny = 1e-9
ferro_direct = brentq(
    lambda s: direct_energy(s, 1.0) - direct_energy(s, 1 - tiny), 2, 6)
assert abs(ferro_direct / rs_ferro_limit - 1) < 2e-3

root_sum = 4 * (1 + cube2) / 5                     # p + q at the barrier top
root_product = (root_sum**3 - 2) / (3 * root_sum)
root_difference = np.sqrt(root_sum**2 - 4 * root_product)
zeta_top = root_difference * (root_sum**2 - root_product) / 2
top = minimize_scalar(lambda z: -direct_energy(rs_bloch, z),
                      bounds=(0.05, 0.99), method="bounded")
assert abs(top.x - zeta_top) < 1e-3
barrier = hf_energy(rs_bloch, zeta_top) - hf_energy(rs_bloch, 0.0)
assert barrier > 0


# ---------- correlation from published fits ----------
def fitted_energy(code, rs, zeta):
    rs = np.atleast_1d(np.asarray(rs, dtype=float))
    density = 3 / (4 * pi * rs**3)                 # libxc uses atomic units
    rho = np.array([density * (1 + zeta) / 2, density * (1 - zeta) / 2])
    return np.asarray(libxc.eval_xc(code, rho, spin=1)[0]) * hartree_eV


for zeta in (0.0, 1.0):
    library = fitted_energy("LDA_X,", 5.0, zeta)[0]
    assert abs(library / exchange(5.0, zeta) - 1) < 1e-6


def correlated_gap(code, rs):
    rs = np.atleast_1d(np.asarray(rs, dtype=float))
    hf_gap = hf_energy(rs, 1.0) - hf_energy(rs, 0.0)
    return hf_gap + fitted_energy(code, rs, 1.0) - fitted_energy(code, rs, 0.0)


fits = {"PW92": ",LDA_C_PW", "PZ81": ",LDA_C_PZ"}
rs_scan = np.linspace(1, 200, 399)
crossing = {}
for name, code in fits.items():
    gaps = correlated_gap(code, rs_scan)
    assert np.count_nonzero(np.diff(np.sign(gaps))) == 1
    assert np.all(fitted_energy(code, rs_scan, 0.0)
                  < fitted_energy(code, rs_scan, 1.0))
    crossing[name] = brentq(lambda s: correlated_gap(code, s)[0], 20, 200)
    assert crossing[name] > 10 * rs_bloch

pw = fits["PW92"]
pw_gaps = correlated_gap(pw, rs_scan)
largest_lead = -pw_gaps.min()
lead_fraction = np.max(-pw_gaps / np.abs(fitted_energy(pw, rs_scan, 1.0)))
assert 0 < lead_fraction < 0.02

# ---------- printed numbers ----------
print(f"Bohr radius a0 = {a0:.6e} m")
print(f"Exchange integral, unit sphere, quadrature = {sphere_integral:.5f}")
print(f"4 pi^2 = {4 * pi**2:.5f}")
print(f"Largest box: plane waves per spin = {int(round(box[-1, 0]))}")
print(f"Largest box: mean k^2 / k_sigma^2 = {box_kinetic:.4f}")
print(f"Box exchange sum, extrapolated = {box_exchange:.3f}")
print(f"Transition r_B, formula = {rs_bloch:.4f}")
print(f"Transition r_B, direct energies = {rs_direct:.4f}")
print(f"Paramagnet locally stable below r_s = {rs_para_limit:.4f}")
print(f"Polarized state locally stable above r_s = {rs_ferro_limit:.4f}")
n_bloch = 3 / (4 * pi * (rs_bloch * a0) ** 3)
print(f"Density at r_B = {n_bloch:.4e} m^-3")
print(f"Sphere radius r_B a0 = {rs_bloch * a0:.4e} m")
print(f"k_F at r_B = {fermi_k(rs_bloch):.4e} m^-1")
print(f"k_F a0 at r_B = {fermi_k(rs_bloch) * a0:.5f}")
print(f"Common HF energy at r_B = {hf_energy(rs_bloch, 0.0):.4f} eV")
print(f"Barrier top at r_B: zeta = {zeta_top:.4f}")
print(f"Barrier height at r_B = {1000 * barrier:.2f} meV per electron")
for rs in (5.0, 6.0):
    print(f"r_s = {rs:.0f}: k_F = {fermi_k(rs):.4e} m^-1")
    for label, zeta in (("para", 0.0), ("polarized", 1.0)):
        print(f"  {label}: kinetic = {kinetic(rs, zeta):.4f} eV")
        print(f"  {label}: exchange = {exchange(rs, zeta):.4f} eV")
        print(f"  {label}: HF total = {hf_energy(rs, zeta):.4f} eV")
        ec = fitted_energy(pw, rs, zeta)[0]
        print(f"  {label}: PW92 correlation = {ec:.4f} eV")
    hf_gap = hf_energy(rs, 1.0) - hf_energy(rs, 0.0)
    print(f"  polarized minus para, HF = {hf_gap:.4f} eV")
    print(f"  same with PW92 = {correlated_gap(pw, rs)[0]:.4f} eV")
for name, value in crossing.items():
    print(f"Correlated crossing, {name}: r_s = {value:.1f}")
    print(f"  ratio to r_B = {value / rs_bloch:.1f}")
print(f"PW92 gap at r_s = 50: {1000 * correlated_gap(pw, 50)[0]:.3f} meV")
print(f"Largest polarized lead, r_s <= 200: {1000 * largest_lead:.3f} meV")
print(f"Largest lead / polarized correlation: {100 * lead_fraction:.2f} %")
print("ALL CHECKS PASSED")
```

Printed output:

```
Bohr radius a0 = 5.291772e-11 m
Exchange integral, unit sphere, quadrature = 39.47842
4 pi^2 = 39.47842
Largest box: plane waves per spin = 57777
Largest box: mean k^2 / k_sigma^2 = 0.6000
Box exchange sum, extrapolated = 39.422
Transition r_B, formula = 5.4502
Transition r_B, direct energies = 5.4503
Paramagnet locally stable below r_s = 6.0292
Polarized state locally stable above r_s = 3.7982
Density at r_B = 9.9510e+27 m^-3
Sphere radius r_B a0 = 2.8841e-10 m
k_F at r_B = 6.6542e+09 m^-1
k_F a0 at r_B = 0.35213
Common HF energy at r_B = -1.2753 eV
Barrier top at r_B: zeta = 0.7909
Barrier height at r_B = 19.82 meV per electron
r_s = 5: k_F = 7.2534e+09 m^-1
  para: kinetic = 1.2027 eV
  para: exchange = -2.4935 eV
  para: HF total = -1.2908 eV
  para: PW92 correlation = -0.7678 eV
  polarized: kinetic = 1.9092 eV
  polarized: exchange = -3.1416 eV
  polarized: HF total = -1.2324 eV
  polarized: PW92 correlation = -0.4203 eV
  polarized minus para, HF = 0.0584 eV
  same with PW92 = 0.4058 eV
r_s = 6: k_F = 6.0445e+09 m^-1
  para: kinetic = 0.8352 eV
  para: exchange = -2.0779 eV
  para: HF total = -1.2427 eV
  para: PW92 correlation = -0.6919 eV
  polarized: kinetic = 1.3258 eV
  polarized: exchange = -2.6180 eV
  polarized: HF total = -1.2922 eV
  polarized: PW92 correlation = -0.3814 eV
  polarized minus para, HF = -0.0495 eV
  same with PW92 = 0.2610 eV
Correlated crossing, PW92: r_s = 73.0
  ratio to r_B = 13.4
Correlated crossing, PZ81: r_s = 75.6
  ratio to r_B = 13.9
PW92 gap at r_s = 50: 0.651 meV
Largest polarized lead, r_s <= 200: 0.334 meV
Largest lead / polarized correlation: 1.05 %
ALL CHECKS PASSED
```
